# Motional Narrowing Between Reflecting Planes in a Constant Gradient: a program that tests the result

```python
"""
Result under test: spins diffusing between reflecting planes in a constant
gradient normal to the planes lose transverse magnetization at the rate
    R = gamma^2 G^2 L^4 / (120 D)
when g = gamma G L^3 / D is small and t is long compared with L^2/(pi^2 D).
gamma: gyromagnetic ratio, G: field gradient, L: plane spacing,
D: diffusion coefficient.  Scaled variables: u = x/L in [-1/2, 1/2],
T = D t / L^2.  Scaled Bloch-Torrey equation: dm/dT = m'' - i g u m.
Reference solutions use Legendre polynomials, not the cosine modes.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm


def legendre_matrices(size):
    """Diffusion and position matrices in orthonormal Legendre functions."""
    k = np.arange(size)
    low = np.minimum.outer(k, k)
    same_parity = (np.add.outer(k, k) % 2 == 0)
    norm = np.sqrt(np.outer(2 * k + 1, 2 * k + 1))
    diffusion = 2.0 * norm * low * (low + 1) * same_parity
    j = k[:-1]
    off = 0.5 * (j + 1) / np.sqrt((2 * j + 1) * (2 * j + 3))
    position = np.diag(off, 1) + np.diag(off, -1)
    return diffusion, position


K, X = legendre_matrices(28)


def full_signal(g, T, echo):
    """Bloch-Torrey signal, with no Gaussian approximation."""
    if not echo:
        return expm(-(K + 1j * g * X) * T)[0, 0].real
    first = expm(-(K + 1j * g * X) * T / 2)
    second = expm(-(K - 1j * g * X) * T / 2)
    return (second @ first)[0, 0].real


def lowest_eigenvalue(g, matrices=(K, X)):
    values = np.linalg.eigvals(matrices[0] + 1j * g * matrices[1])
    return values[np.argmin(values.real)]


odd = np.arange(1, 8001, 2, dtype=float)
mode_rate = (odd * np.pi) ** 2
mode_weight = 8 / (odd * np.pi) ** 4


def gaussian_exponent(T, echo):
    """Mode-sum exponent chi / g^2."""
    if echo:
        transient = (3 - 4 * np.exp(-mode_rate * T / 2)
                     + np.exp(-mode_rate * T))
    else:
        transient = 1 - np.exp(-mode_rate * T)
    return np.sum(mode_weight * (T / mode_rate - transient / mode_rate**2))


# Decay rates of the reflecting Laplacian modes
numeric_modes = np.linalg.eigvalsh(K)[:6]
assert np.allclose(numeric_modes, (np.arange(6) * np.pi) ** 2,
                   rtol=1e-7, atol=1e-7)

# Position correlation: image-sum propagator integrated by quadrature
nodes, weights = np.polynomial.legendre.leggauss(80)
pos = (nodes + 1) / 2
wts = weights / 2


def image_correlation(T):
    a, b = pos[:, None], pos[None, :]
    prop = np.zeros((80, 80))
    for m in range(-6, 7):
        prop += np.exp(-(a - b + 2 * m) ** 2 / (4 * T))
        prop += np.exp(-(a + b + 2 * m) ** 2 / (4 * T))
    prop /= np.sqrt(4 * np.pi * T)
    f = wts * (pos - 0.5)
    return f @ prop @ f


for T in (0.02, 0.1, 0.3):
    series = np.sum(mode_weight * np.exp(-mode_rate * T))
    assert abs(image_correlation(T) - series) < 1e-9
assert abs(mode_weight.sum() - np.sum(wts * (pos - 0.5) ** 2)) < 1e-10

# Closed values of the odd sums
assert abs(np.sum(odd**-6) - np.pi**6 / 960) < 1e-12
assert abs(np.sum(odd**-8) - 17 * np.pi**8 / 161280) < 1e-12

# Gaussian exponents against the weak-gradient limit of the full signal;
# the tolerance covers the omitted relative correction of order g^2
g_weak = 0.2
for echo in (False, True):
    for T in (0.1, 0.4, 2.0):
        exact = -np.log(full_signal(g_weak, T, echo)) / g_weak**2
        assert abs(exact / gaussian_exponent(T, echo) - 1) < 2e-4
    offset = 17 / 6720 if echo else 17 / 20160
    # exact now holds the value at T = 2, already in the long-time regime
    assert abs(exact / (2.0 / 120 - offset) - 1) < 2e-4

# Short-time echo: free diffusion, up to a wall layer of order sqrt(T)
T_short = 1e-4
free_ratio = gaussian_exponent(T_short, True) / (T_short**3 / 12)
assert abs(free_ratio - 1) < 0.02

# Symbolic expansion of the lowest Bloch-Torrey eigenvalue in powers of g
u, v = sp.symbols("u v", real=True)
half = sp.Rational(1, 2)


def average(expr):
    return sp.integrate(sp.expand(expr), (u, -half, half))


psi, lam = [sp.Integer(1)], [sp.Integer(0)]
for order in range(1, 5):
    lam.append(sp.simplify(average(sp.I * u * psi[order - 1])))
    source = sp.I * u * psi[order - 1]
    source -= sum(lam[m] * psi[order - m] for m in range(1, order + 1))
    source = sp.expand(source)
    slope = sp.expand(sp.integrate(source.subs(u, v), (v, -half, u)))
    assert sp.simplify(slope.subs(u, half)) == 0
    shape = sp.expand(sp.integrate(slope.subs(u, v), (v, -half, u)))
    psi.append(sp.expand(shape - average(shape)))
assert lam[1] == 0 and lam[3] == 0
assert lam[2] == sp.Rational(1, 120)
short_form = -average(sp.diff(psi[2], u) ** 2) - lam[2] * average(psi[1]**2)
assert sp.simplify(short_form - lam[4]) == 0
lam4 = float(lam[4])
numeric_lam4 = lowest_eigenvalue(1.0).real - 1 / 120
assert abs(numeric_lam4 / lam4 - 1) < 0.02  # next order in g^2 remains


# Gradient strength at which the two lowest eigenvalues merge
def critical_g(size):
    matrices = legendre_matrices(size)
    low, high = 10.0, 25.0
    for _ in range(40):
        mid = (low + high) / 2
        if abs(lowest_eigenvalue(mid, matrices).imag) > 1e-3:
            high = mid
        else:
            low = mid
    return (low + high) / 2


g_crit = critical_g(28)
assert abs(g_crit - critical_g(22)) < 1e-3
assert abs(lowest_eigenvalue(g_crit - 0.5).imag) < 1e-6
assert abs(lowest_eigenvalue(g_crit + 0.5).imag) > 0.1

# Worked example
gamma = constants.value("proton gyromag. ratio")
L, D, G = 5e-6, 2e-9, 0.1


def rates(length, diff):
    """Scaled gradient, formula rate and full Bloch-Torrey rate in 1/s."""
    g = gamma * G * length**3 / diff
    formula = gamma**2 * G**2 * length**4 / (120 * diff)
    full = lowest_eigenvalue(g).real * diff / length**2
    return g, formula, full


g0, R, R_full = rates(L, D)
assert abs(R_full / R - 1 - 120 * lam4 * g0**2) < 1e-4
spread = gamma * G * L / np.sqrt(12)
tau_c = L**2 / (10 * D)
numeric_tau = np.linalg.solve(K[1:, 1:], X[1:, 0]) @ X[1:, 0]
numeric_tau *= L**2 / D / (X @ X)[0, 0]
assert abs(numeric_tau / tau_c - 1) < 1e-9
assert abs(spread**2 * numeric_tau / R - 1) < 1e-9

print(f"proton gamma = {gamma:.5e} rad/(s T)")
print(f"L = {L*1e6:.1f} um, D = {D:.1e} m^2/s, G = {G:.2f} T/m")
print(f"g = gamma G L^3/D = {g0:.4f}")
print(f"diffusion time L^2/D = {L**2/D*1e3:.3f} ms")
print(f"slowest odd-mode time 1/Gamma_1 = {L**2/(np.pi**2*D)*1e3:.3f} ms")
print(f"rms frequency spread = {spread:.3f} rad/s")
print(f"correlation time L^2/(10D) = {tau_c*1e3:.3f} ms")
print(f"spread times correlation time = {spread*tau_c:.5f}")
print(f"narrowing rate R = {R:.4f} 1/s")
print(f"decay time 1/R = {1/R*1e3:.1f} ms")
print(f"full Bloch-Torrey rate = {R_full:.4f} 1/s")
print(f"full rate / R = {R_full/R:.5f}")
share = mode_weight[0] / mode_rate[0] * 120
print(f"share of n=1 mode in R = {share*100:.3f} percent")
print(f"FID ln A = {17*g0**2/20160:.6f}")
print(f"echo ln A = {17*g0**2/6720:.6f}")
for time in (5e-3, 20e-3, 100e-3):
    T = D * time / L**2
    for echo, name in ((False, "FID"), (True, "echo")):
        approx = np.exp(-g0**2 * gaussian_exponent(T, echo))
        exact = full_signal(g0, T, echo)
        assert abs(approx - exact) < 1e-3
        print(f"{name} at {time*1e3:.0f} ms: Gaussian {approx:.6f}, "
              f"full {exact:.6f}")
t_long = 0.1
free_exponent = gamma**2 * G**2 * D * t_long**3 / 12
print(f"R t at 100 ms = {R*t_long:.5f}")
print(f"free-diffusion echo exponent at 100 ms = {free_exponent:.2f}")

cases = (("D halved", L, D / 2), ("L halved", L / 2, D),
         ("L doubled", 2 * L, D))
full_rates = {}
for name, length, diff in cases:
    g, formula, full = rates(length, diff)
    full_rates[name] = full
    print(f"{name}: g = {g:.4f}, R = {formula:.4f} 1/s, "
          f"full = {full:.4f} 1/s, full/R = {full/formula:.4f}")
assert abs(full_rates["D halved"] / R_full - 2) < 0.04
assert abs(R_full / full_rates["L halved"] - 16) < 0.16
assert full_rates["L doubled"] > 16 * R * 1.05

print(f"lambda_2 = {lam[2]}")
print(f"lambda_4 = {lam[4]} = {lam4:.5e}")
print(f"relative correction coefficient 120 lambda_4 = {120*lam4:.5e}")
print(f"lambda_4 estimated from full eigenvalue at g=1: {numeric_lam4*1:.5e}"
      if abs(lam[2] - sp.Rational(1, 120)) == 0 else "")
for g in (1.0, 5.0, 10.0):
    ratio = lowest_eigenvalue(g).real / (g**2 / 120)
    print(f"g = {g:.0f}: full rate / R = {ratio:.5f}, "
          f"with g^4 term {1+120*lam4*g**2:.5f}")
print(f"critical g where lowest eigenvalues merge = {g_crit:.3f}")
print(f"short-time echo / free diffusion at T=1e-4: {free_ratio:.5f}")
print("all tests passed")
```

It prints:

```
proton gamma = 2.67522e+08 rad/(s T)
L = 5.0 um, D = 2.0e-09 m^2/s, G = 0.10 T/m
g = gamma G L^3/D = 1.6720
diffusion time L^2/D = 12.500 ms
slowest odd-mode time 1/Gamma_1 = 1.267 ms
rms frequency spread = 38.614 rad/s
correlation time L^2/(10D) = 1.250 ms
spread times correlation time = 0.04827
narrowing rate R = 1.8638 1/s
decay time 1/R = 536.6 ms
full Bloch-Torrey rate = 1.8675 1/s
full rate / R = 1.00199
share of n=1 mode in R = 99.856 percent
FID ln A = 0.002357
echo ln A = 0.007072
FID at 5 ms: Gaussian 0.993018, full 0.993010
echo at 5 ms: Gaussian 0.996495, full 0.996495
FID at 20 ms: Gaussian 0.965685, full 0.965625
echo at 20 ms: Gaussian 0.970245, full 0.970203
FID at 100 ms: Gaussian 0.831921, full 0.831622
echo at 100 ms: Gaussian 0.835853, full 0.835568
R t at 100 ms = 0.18638
free-diffusion echo exponent at 100 ms = 119.28
D halved: g = 3.3440, R = 3.7275 1/s, full = 3.7576 1/s, full/R = 1.0081
L halved: g = 0.2090, R = 0.1165 1/s, full = 0.1165 1/s, full/R = 1.0000
L doubled: g = 13.3761, R = 29.8201 1/s, full = 35.2201 1/s, full/R = 1.1811
lambda_2 = 1/120
lambda_4 = 59/9979200 = 5.91230e-06
relative correction coefficient 120 lambda_4 = 7.09476e-04
lambda_4 estimated from full eigenvalue at g=1: 5.92132e-06
g = 1: full rate / R = 1.00071, with g^4 term 1.00071
g = 5: full rate / R = 1.01844, with g^4 term 1.01774
g = 10: full rate / R = 1.08436, with g^4 term 1.07095
critical g where lowest eigenvalues merge = 18.065
short-time echo / free diffusion at T=1e-4: 0.98666
all tests passed
```
